\section*{Mounds without lattice mismatch: step-edge barriers and the Villain instability}

\section{A terrace of two sites}

Consider a crystal surface in one dimension, with a terrace two sites wide. Site 1 touches the wall of the next higher terrace, and site 2 is the edge above the next lower one. An atom landing on site 1 has a lateral neighbour and stays there. An atom landing on site 2 can hop towards the wall with rate $k$, or over the edge with rate $sk$, where
\begin{equation}
s=\exp\left(-\frac{\Delta E}{k_{\rm B}T}\right),\qquad 0<s\le 1 .
\end{equation}
Here $\Delta E$ is the extra barrier for stepping down, the Ehrlich--Schwoebel barrier. Either hop brings the atom to a wall, where it stops.

The atom from site 2 moves one site uphill with probability $1/(1+s)$ and one site downhill with probability $s/(1+s)$. Half of the atoms land on site 2, so the mean uphill displacement per deposited atom is
\begin{equation}
\frac12\left(\frac{1}{1+s}-\frac{s}{1+s}\right)=\frac{1-s}{2(1+s)} .
\label{two}
\end{equation}
This is zero for $s=1$ and positive for $s<1$. ``Uphill'' refers to the mean slope of the staircase: the atom moves towards the higher terraces without climbing a step.

The atoms and the crystal are of one species, and no elastic energy has entered. A net uphill current therefore does not need lattice mismatch. The belief to be refuted is that mounds on a growing film do need it.

\section{The counter-example: an unstrained growing film}

\subsection{The model}

Let $h_i$ be the integer height, in layers, at site $i$. Atoms arrive at random with rate $F$ per site. There is no desorption and there are no overhangs. A surface atom with a lateral neighbour is immobile; one without is mobile and hops with rate $k$ in each direction, reduced to $sk$ when the hop ends at a lower level. Lengths are in sites, and time is measured by the deposited thickness $\theta=Ft$ in layers. The rates depend on neighbouring heights alone, so strain is absent by construction.

Take $\Delta E=0.10$ eV, $T=400$ K and $k/F=1000$. These are round model values and describe no particular material. They give $s=0.055$: about one attempt in eighteen to cross a descending edge succeeds.

\subsection{A terrace of any width}

Number the sites of a terrace $j=1,\ldots,\ell$ from the ascending wall, with $\ell\ge2$. Assume that adatoms do not meet one another. Let $p_j$ be the probability that an atom landing at $j$ finally descends. At the wall $p_1=0$. At an interior site the two hops are equally likely, so
\begin{equation}
2p_j=p_{j-1}+p_{j+1}.
\end{equation}
The second difference vanishes; hence $p_j=c(j-1)$. At the edge the two rates are $k$ and $sk$, and a successful descent counts with probability one:
\begin{equation}
(1+s)p_\ell=p_{\ell-1}+s .
\end{equation}
Inserting the linear form gives
\begin{align}
(1+s)c(\ell-1)&=c(\ell-2)+s,\\
c\,[1+s(\ell-1)]&=s,\\
c&=\frac{1}{\ell-1+1/s}=\frac{1}{\ell+\ell_{\rm ES}},
\qquad \ell_{\rm ES}=\frac1s-1 .
\end{align}
The barrier acts like $\ell_{\rm ES}$ additional sites in front of the descending exit. Since the mean of $j-1$ over the terrace is $(\ell-1)/2$, the fraction of atoms that descend is
\begin{equation}
p_{\rm down}=\frac{\ell-1}{2(\ell+\ell_{\rm ES})}.
\label{pdown}
\end{equation}

An atom that remains on the terrace ends at site 1, an uphill displacement $j-1$. One that descends ends at position $\ell+1$, next to the wall below, an uphill displacement $j-\ell-1$. The mean for starting site $j$ is
\begin{align}
(1-p_j)(j-1)+p_j(j-\ell-1)
&=(j-1)-\ell p_j\nonumber\\
&=(j-1)\frac{\ell_{\rm ES}}{\ell+\ell_{\rm ES}} .
\end{align}
Let $J$ be the spatially averaged current, positive uphill. It is the net number of uphill hops per site and unit time, so $J/F$ is the net number of uphill hops per deposited atom. Averaging over $j$,
\begin{equation}
\frac{J}{F}=\frac{(\ell-1)\ell_{\rm ES}}{2(\ell+\ell_{\rm ES})}.
\label{terrace}
\end{equation}
For $\ell=2$ this becomes $(1/s-1)/[2(1/s+1)]$, which is Eq.~\eqref{two}. For $\ell_{\rm ES}\gg\ell$ it tends to $(\ell-1)/2$: nearly all atoms end at the ascending wall. For $\ell\gg\ell_{\rm ES}$ it tends to $\ell_{\rm ES}/2$. It vanishes at $s=1$.

In the example $\ell_{\rm ES}=1/0.05496-1=17.2$ sites. A ten-site terrace has
\begin{equation}
p_{\rm down}=\frac{9}{2(10+17.2)}=0.165,\qquad
\frac JF=\frac{9\times17.2}{2(10+17.2)}=2.85 .
\end{equation}
Without the barrier $p_{\rm down}=9/20=0.45$. This is below one half, yet the current is zero. One atom in ten lands at the wall and never moves; of the others, half go each way, over equal mean distances.

\subsection{What the flat film becomes}

Now start from a perfectly flat surface of 120 sites with periodic ends and deposit 40 layers. Atoms that meet form islands, and islands supply steps facing both ways. Over four runs, the mean squared deviation of the height from its average is
\begin{align}
W^2&=16.1\pm1.7\ \text{layers}^2 &&\text{with the barrier},\\
W^2&=1.9\pm0.1\ \text{layers}^2 &&\text{without it}.
\end{align}
The errors here and below are standard errors over independent runs. The corresponding root-mean-square heights are about 4.0 and 1.4 layers. Four runs fix the errors themselves only roughly: over forty runs the two values are $15.7\pm0.6$ and $1.5\pm0.2$ layers$^2$.

Roughness alone does not distinguish hills from independent random columns. With the barrier, however, the height correlation stays positive up to a separation of 7 sites and is first nonpositive at 8. The film has hills several layers high and many sites wide: mounds, on a film that has no strain.

The film without the barrier is also correlated, and over a longer distance: its first nonpositive value is at 26 sites. A correlation length by itself is thus no signature of the barrier. In these runs the barrier raises the root-mean-square height about threefold and shortens the distance of the first nonpositive correlation. By how much is uncertain, since four runs on a ring of 120 sites fix the longer distance only roughly: different sets of four runs give between 14 and 27 sites without the barrier, and 7 or 8 sites with it. To show that the uphill current causes this growth, one needs the response of the surface to a small slope.

\section{The correct general statement}

Let $x$ be the position along the surface, $h(x,t)$ the mean height and $m=\partial h/\partial x$ the slope. From here on $J$ is counted positive towards $+x$, which is uphill when $m>0$. Assume that

\begin{enumerate}
\item deposited atoms are neither lost nor stored in voids;
\item on a uniformly tilted surface the mean current is a differentiable function $J(m)$, and its linear response to a weak, slow modulation has a regular expansion in gradients;
\item the flat surface and the deposition are symmetric under reflection.
\end{enumerate}

\textbf{Statement.} If $J'(0)>0$, height modulations of sufficiently long wavelength grow on the flat surface; no strain is needed. This is the Villain instability. On a surface of mean slope $m_0$, the corresponding criterion for modulations along the tilt is $J'(m_0)>0$, which is not the same as an uphill current.

\subsection{Proof}

Conservation of atoms gives
\begin{equation}
\frac{\partial h}{\partial t}=F-\frac{\partial J}{\partial x}.
\label{cons}
\end{equation}
Write $h=m_0x+Ft+\eta(x,t)$ with small $\eta=\eta_0e^{iqx+\sigma t}$. The slope changes by $\partial\eta/\partial x=iq\eta$. To first order in $\eta$, the current changes by
\begin{equation}
\delta J=\left[J'(m_0)+ibq+O(q^2)\right]iq\,\eta ,
\end{equation}
where $b$ is real and describes a response to curvature. Equation \eqref{cons} requires $\sigma\eta=-iq\,\delta J$. Since $-iq\times iq=q^2$,
\begin{equation}
\sigma=q^2\left[J'(m_0)+ibq+O(q^2)\right],\qquad
\operatorname{Re}\sigma=J'(m_0)q^2+O(q^4).
\label{sigma}
\end{equation}
The term with $b$ moves the pattern without changing its amplitude. For small enough $q$ the first term fixes the sign of $\operatorname{Re}\sigma$, which proves the criterion.

At $m_0=0$, reflection reverses both slope and current, so $J(-m)=-J(m)$ and $J(0)=0$. Hence $J(m)=J'(0)m+o(m)$. If this linear term is nonzero and the current at small slope is uphill, then $J'(0)>0$ and the flat surface is unstable. $\square$

The physical content is simple. On both flanks of a small hill the current runs towards the summit; more atoms enter the summit region than leave it, and the hill gains height. The $O(q^4)$ terms can stabilise short wavelengths. Their size is not determined here, so neither the fastest-growing wavelength nor the later shape of the mounds follows from Eq.~\eqref{sigma}.

\subsection{Where the uphill current comes from}

For the lattice model the role of the barrier can be isolated in any configuration. A mobile atom has lower neighbours on both sides. If $s=1$, it hops both ways with the same rate $k$, and its expected net displacement rate is zero. Summed over the surface, the expected current vanishes at every tilt. Thus $J(m)=0$ for all $m$, and the $q^2$ term in Eq.~\eqref{sigma} is absent.

Now let $s<1$ and let the surface rise to the right. A mobile atom with a descending edge on its left only has net rate $k-sk$ to the right. One with such an edge on its right only has the opposite rate. Atoms with no edge, or with edges on both sides, contribute nothing. If $N_L$ and $N_R$ are the numbers of mobile atoms of the first two kinds on $L$ sites, the expected current is
\begin{equation}
J=\frac{k(1-s)}{L}\left(\langle N_L\rangle-\langle N_R\rangle\right).
\label{edges}
\end{equation}
The current is uphill when more mobile atoms wait at edges facing downhill than at edges facing uphill. Equivalently, the mean net number of uphill hops equals the mean number of refused downhill hops minus that of refused uphill ones, because attempts are unbiased.

Equation \eqref{edges} does not by itself give the difference $\langle N_L\rangle-\langle N_R\rangle$ on a nearly flat surface, where islands keep forming. The current itself was therefore measured by simulation, over ten layers and twelve runs at each tilt:
\begin{align}
m=0.05:&\quad J/F=0.15\pm0.03,\\
m=0.10:&\quad J/F=0.41\pm0.04.
\end{align}
Both are uphill by more than three standard errors. The refused hops give 0.18 and 0.38, in agreement within the tested statistical noise. Without the barrier the current at $m=0.10$ is $-0.03\pm0.03$, compatible with the zero just derived.

The ratios $J/(Fm)$ are $0.150/0.05=3.0$ and $0.413/0.10=4.1$ sites$^2$ per layer. Their errors are about 0.6 and 0.4, so the difference is not resolved. Each is an average over ten layers grown from a regular staircase, and the current is larger in the first layers than later. If the averaged current is still linear in the slope at these tilts, the ten-layer average of $J'(0)/F$ is near 4, to within about one unit. It is not a steady-state value: at $m=0.10$ the current falls from about 1.3 in the first layer to about 0.14 in the tenth, and it keeps falling as mounds form.

\subsection{From the current to a growing hill}

A separate simulation checks the link between current and instability. A sine-like profile with one wavelength on 120 sites has $q=2\pi/120=0.0524$ and initial amplitude $A_0=3.08$ layers. The growth rate is not constant, since the current falls during growth, but integrating Eq.~\eqref{sigma} over time requires only the time-averaged response. The larger tilt's ten-layer current then predicts
\begin{equation}
\ln\frac{A}{A_0}\simeq\frac{J}{Fm}\,q^2\theta
=4.13\times(0.0524)^2\times10=0.11 .
\end{equation}
The simulated amplitude is $3.40\pm0.06$ layers, so $\ln(A/A_0)=0.10$. Without the barrier it is $3.05\pm0.09$ layers, unchanged within its error.

The agreement is closer than the argument guarantees. The largest slope of the initial sine, $A_0q=0.16$, lies above both measured tilts, the first layers are a transient, and the $q^4$ terms were dropped. The test applied was agreement within a factor of two.

\section{An uphill current on a stable surface}

The distinction between $J>0$ and $J'>0$ matters on a vicinal surface, a regular staircase with terraces of width $\ell=1/m$. Suppose that all atoms reach existing steps before they can form islands. Equation \eqref{terrace}, multiplied above and below by $m$, becomes
\begin{equation}
\frac{J}{F}=\frac{(1-m)\ell_{\rm ES}}{2(1+m\ell_{\rm ES})}.
\label{vicinal}
\end{equation}
This is uphill for $s<1$ throughout the range $0<m\le1/2$ covered by the assumption $\ell\ge2$. For $s<1$ its derivative is
\begin{align}
\frac{J'(m)}F
&=\frac{\ell_{\rm ES}}2\,
\frac{-(1+m\ell_{\rm ES})-(1-m)\ell_{\rm ES}}{(1+m\ell_{\rm ES})^2}\nonumber\\
&=-\frac{\ell_{\rm ES}(1+\ell_{\rm ES})}{2(1+m\ell_{\rm ES})^2}<0 .
\label{jprime}
\end{align}
A steeper part has narrower terraces, and its atoms travel less far. As long as no islands form, the regular staircase is therefore stable against long-wave bunching of its steps, although its current is uphill.

The motion of the steps confirms this without using Eq.~\eqref{cons}. Let the staircase descend to the right, and let terrace $i$, of width $w_i$, lie between steps $i$ and $i+1$. Per deposited layer it sends $d(w_i)=w_ip_{\rm down}(w_i)$ atoms down to step $i+1$ and $u(w_i)=w_i-d(w_i)$ atoms to step $i$. Each atom advances a step by one site, so
\begin{equation}
\frac{1}{F}\frac{dw_i}{dt}=u(w_{i+1})+d(w_i)-u(w_i)-d(w_{i-1}).
\end{equation}
For $w_i=\ell+\epsilon e^{i\phi n+\lambda t}$, with $n$ the terrace number in the exponent, linearisation gives
\begin{align}
\lambda/F&=u'(\ell)(e^{i\phi}-1)+d'(\ell)(1-e^{-i\phi}),\\
\operatorname{Re}\lambda/F&=-(1-\cos\phi)\,[u'(\ell)-d'(\ell)].
\end{align}
From Eq.~\eqref{pdown},
\begin{equation}
u-d=w\left(1-\frac{w-1}{w+\ell_{\rm ES}}\right)
=\frac{w(1+\ell_{\rm ES})}{w+\ell_{\rm ES}},
\end{equation}
whose derivative is $\ell_{\rm ES}(1+\ell_{\rm ES})/(w+\ell_{\rm ES})^2$. Hence
\begin{equation}
\frac{\operatorname{Re}\lambda}{F}
=-(1-\cos\phi)\frac{\ell_{\rm ES}(1+\ell_{\rm ES})}{(\ell+\ell_{\rm ES})^2}.
\end{equation}
For long waves $\phi=q\ell$ and $1-\cos\phi\simeq q^2\ell^2/2$, which reproduces $J'(m)q^2/F$ from Eq.~\eqref{jprime}. With $\ell=10$ and twelve terraces per wavelength the rate is $-0.057$ per layer; direct integration of the nonlinear step equations gives the same value.

Equation \eqref{vicinal} cannot be continued to the flat surface. At $m\to0$ it tends to $\ell_{\rm ES}/2$, whereas symmetry requires $J(0)=0$. Even at $m=0.10$ it gives 2.85, against the simulated 0.41. The formula assumes equal terraces facing one way and adatoms that never meet; the simulated film obeys neither condition. How much each violation contributes was not separated. The stability found here does not carry over to that film either: its current rises between $m=0.05$ and $m=0.10$, whereas Eq.~\eqref{vicinal} falls with slope.

\section{What may be inferred from mounds}

The counter-example shows that mismatch is not necessary. It does not show that strain is irrelevant in a mismatched film, nor that the presence of mounds identifies a step-edge barrier.

A barrier is also no guarantee of mounds. If another process adds a downhill current $-\gamma m$ with $\gamma>0$, the criterion becomes $J'(0)-\gamma>0$, and a large enough $\gamma$ removes the long-wave instability. The sample must also be long enough to hold an unstable wavelength, and the film thick enough for it to grow. In the example, ten layers raised the imposed hill by only about a tenth of its height. For long waves, the quantity that decides is the slope dependence of the total current. At shorter wavelengths the higher-order terms, which were not determined here, matter as well.

\section*{Numbers as computed}
\begin{verbatim}
Step-edge barrier: 0.10 eV
Temperature: 400 K
Hop rate per direction / deposition rate: 1000
Descending-hop factor s: 0.05496
Barrier length ell_ES: 17.195 sites
Example terrace width: 10 sites
Fraction descending, with barrier: 0.1655
Fraction descending, no barrier: 0.4500
Terrace uphill current J/F: 2.8453 sites
Step-train modulation: 12 terraces per wavelength
Step-train rate, integrated: -0.05668 per layer
Step-train rate, formula: -0.05668 per layer
Simulation size: 120 sites
Deposition for current and modulation: 10 layers
Runs per tilt: 12
Low slope: 0.050 layers/site
J/F at low slope: 0.150 +/- 0.031 sites
Refused-hop J/F at low slope: 0.176 sites
High slope: 0.100 layers/site
J/F at high slope: 0.413 +/- 0.042 sites
Refused-hop J/F at high slope: 0.379 sites
No-barrier J/F, high slope: -0.032 +/- 0.025 sites
J/(F m), low slope: 3.00 sites^2/layer
J/(F m), high slope: 4.13 sites^2/layer
Modulation wave number: 0.05236 rad/site
Initial modulation amplitude: 3.076 layers
Final amplitude, barrier: 3.397 +/- 0.057 layers
Final amplitude, no barrier: 3.051 +/- 0.086 layers
Log amplitude ratio, barrier: 0.099
Log amplitude ratio, no barrier: -0.008
Log ratio predicted from high-slope current: 0.113
Initially flat films: 40 layers, 4 runs each
Squared roughness, barrier: 16.11 +/- 1.71 layers^2
Squared roughness, no barrier: 1.93 +/- 0.14 layers^2
First nonpositive correlation, barrier: 8 sites
First nonpositive correlation, no barrier: 26 sites
\end{verbatim}
